# Why an Arrhenius Slope Can Miss the True Schottky Contact Barrier

**Q:** I want the Schottky barrier at the source of an n-type transistor. I hold the gate at a fixed voltage, measure the current $I$ at several temperatures, and plot $\ln(I/T^{3/2})$ against $1/kT$. If the points fall on a straight line, transport is thermally activated, and minus the slope is the contact barrier. What could be wrong with that?

**A:** The step from "activated" to "activated over the contact barrier". Let us derive what the slope measures. Take a two-dimensional channel with one parabolic valley, spin degeneracy 2 and effective mass $m$, the same in metal and channel. Energies are measured from the source Fermi level, $\beta=1/kT$, and $q>0$ is the elementary charge. The drain bias is large enough to neglect injection from the drain, and the long channel is ballistic, so every electron that passes the source region is collected.

Transverse momentum is conserved, so the transmission $D$ depends only on the longitudinal energy $E$. The current per width is density of states times velocity, transmission and occupation:
$$\frac{I}{W}=q\int\!\frac{2\,dk_x\,dk_y}{(2\pi)^2}\,v_x\,D(E)\,e^{-\beta(E+\hbar^2k_y^2/2m)} .$$
The Boltzmann factor requires the energies that carry current to lie several $kT$ above the Fermi level. Since $v_x\,dk_x=dE/\hbar$, and the Gaussian integral over $k_y$ equals $\sqrt{2\pi mkT}/\hbar$,
$$\frac{I}{W}=\frac{q\sqrt{2\pi mkT}}{2\pi^2\hbar^2}\int D(E)\,e^{-\beta E}\,dE .$$

**Q:** And with a barrier $\phi$ this gives the usual law?

**A:** Yes, if $D$ is a unit step: zero below $\phi$ and one above. The integral is then $kT\,e^{-\beta\phi}$, and with $\hbar=h/2\pi$
$$\frac{I}{W}=A_2T^{3/2}e^{-\beta\phi},\qquad A_2=\frac{q\sqrt{8\pi mk^3}}{h^2}.$$
That is where your $T^{3/2}$ comes from. Your plot returns $\phi$ because a step was assumed.

**Q:** What does the slope give if $D$ is not a step?

**A:** Define the apparent barrier as $E_a=-d\ln(I/T^{3/2})/d\beta$ at fixed gate voltage. One factor $T^{1/2}$ cancels, leaving $1/T\propto\beta$:
$$\frac{I}{T^{3/2}}\propto\beta\int_{E_b}^{\infty}D\,e^{-\beta E}dE ,$$
where $E_b$ is the lowest energy that can propagate in the channel. If $D$ does not depend on temperature, differentiation gives $E_a=\langle E\rangle-kT$, where $\langle E\rangle$ is the mean longitudinal energy weighted by $D\,e^{-\beta E}$. Integration by parts is more revealing:
$$\beta\int_{E_b}^{\infty}D\,e^{-\beta E}dE=D(E_b)e^{-\beta E_b}+\int_{E_b}^{\infty}\frac{dD}{dE}e^{-\beta E}dE\equiv\int e^{-\beta E}dD .$$
The last form counts the jump of $D$ from zero at $E_b$ as part of $dD$. Hence
$$E_a=\frac{\int E\,e^{-\beta E}\,dD}{\int e^{-\beta E}\,dD}.$$
Each rise of $D$ acts as a threshold, and the slope reports their thermally weighted average. A unit step has one threshold, at $\phi$.

**Q:** But several thresholds would bend the line, and mine is straight.

**A:** They bend it, but perhaps not visibly. Write $Z=\int e^{-\beta E}dD$, so that $E_a=-Z'/Z$, with primes for $d/d\beta$. Then
$$\frac{dE_a}{d\beta}=-\frac{Z''}{Z}+\left(\frac{Z'}{Z}\right)^2=-\left(\langle E^2\rangle_D-\langle E\rangle_D^2\right)=-\sigma^2,$$
where the averages use the weight $e^{-\beta E}dD$. If $D$ never decreases with energy, this is a true variance, and $E_a$ rises with temperature unless there is a single threshold. Whether you see the bend depends on $\sigma$ and on the width of your temperature window.

**Q:** Where would extra thresholds come from? The contact has one barrier.

**A:** From the gate. Let $\Delta$ be $q$ times the gate overdrive beyond flat band, and assume that the channel band follows the gate one to one, with no traps. A simple band edge that starts at $\phi$ at the metal and relaxes over a length $\lambda$ is
$$E_c(x)=\phi-\Delta\left(1-e^{-x/\lambda}\right).$$
Below flat band $\Delta<0$, and the edge climbs from $\phi$ to a long plateau at $\phi+|\Delta|$. Semiclassically the only threshold is the plateau, so $E_a=\phi+|\Delta|$: the slope is too high. At flat band it gives $\phi$. Above flat band the edge falls away from the metal, and electrons below $\phi$ can tunnel through a barrier of finite thickness.

**Q:** How much does that tunnelling matter?

**A:** Take an electron at depth $u$ below the top, $E=\phi-u$, with $0<u<\Delta$, and let $w=\Delta-u$ be its energy above the distant channel edge. Then $E_c-E=\Delta e^{-x/\lambda}-w$. In the WKB approximation $D=e^{-S}$, with
$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{\Delta e^{-x/\lambda}-w}\;dx ,$$
where the root vanishes at $x_t$. Set $y^2=\Delta e^{-x/\lambda}-w$. Differentiating, $2y\,dy=-(y^2+w)\,dx/\lambda$, so $dx=-2\lambda y\,dy/(y^2+w)$, and $y$ runs from $\sqrt u$ to 0:
$$\int_0^{x_t}y\,dx=2\lambda\int_0^{\sqrt u}\frac{y^2}{y^2+w}\,dy=2\lambda\left[\sqrt u-\sqrt w\,\arctan\sqrt{u/w}\right].$$
With $u=\Delta\sin^2\theta$ and $w=\Delta\cos^2\theta$, the arctangent is $\theta$, and
$$S=\frac{4\lambda\sqrt{2m\Delta}}{\hbar}\left(\sin\theta-\theta\cos\theta\right).$$
The bracket has derivative $\theta\sin\theta>0$, so $S$ grows with depth. Thus $D$ rises steadily from $e^{-4\lambda\sqrt{2m\Delta}/\hbar}$ at $\phi-\Delta$ to one at $\phi$, and stays at one above. All thresholds lie in that interval, and their average obeys
$$\phi-\Delta<E_a<\phi .$$
In this semiclassical model, tunnelling above flat band must lower the slope. As $T\to0$ the Boltzmann weight selects the lowest threshold and $E_a\to\phi-\Delta$, the channel band edge.

**Q:** Give me numbers. I suspect a few millielectronvolts.

**A:** Take round model parameters: $\phi=0.300$ eV, $m=0.40$ electron masses, $\lambda=3.0$ nm, and an overdrive of 0.15 V. At 300 K, $kT=25.85$ meV. The slope gives $E_a=0.230$ eV, which is 70 meV too low.

Now repeat your experiment on the calculated current between 260 and 340 K. The fitted barrier is 0.229 eV with $R^2=0.99997$, and the largest residual in $\ln I$ is 0.007. The line looks perfect and its slope is wrong by nearly a quarter of the true barrier.

The curvature formula shows why. The threshold spread at 300 K is $\sigma=29.1$ meV. Across the window $\beta$ runs from about 34.1 to 44.6 eV$^{-1}$, a half-width of 5.25 eV$^{-1}$. At the ends the curve departs from its central tangent by about
$$\tfrac12\sigma^2(\delta\beta)^2=\tfrac12(0.0291)^2(5.25)^2\approx0.012 ,$$
while the plotted logarithm changes by about $0.229\times10.5\approx2.4$. A fitted line shares out the bend and leaves the still smaller residual.

A wider range exposes it: $E_a$ is 0.201 eV at 150 K, 0.223 eV at 250 K and 0.234 eV at 350 K.

**Q:** Then I will use the magnitude of the current instead. If I know $A_2$, I can solve for the barrier at one temperature.

**A:** That gives another apparent barrier. Define $\phi_I$ by $I/W=A_2T^{3/2}e^{-\beta\phi_I}$. At 300 K the current is 0.02226 µA/µm, against 0.002686 µA/µm at flat band, a ratio of 8.29. Therefore
$$\phi-\phi_I=kT\ln 8.29=25.85\times2.115\approx54.7\ \text{meV},$$
not 70 meV. The two are related by differentiating $\beta\phi_I$:
$$E_a=\frac{d(\beta\phi_I)}{d\beta}=\phi_I-T\frac{d\phi_I}{dT}.$$
Here $\phi_I$ rises with temperature, because hotter electrons rely less on tunnelling, so the slope lies below $\phi_I$. The intercept must compensate. At 300 K the tangent implies a prefactor of $8.29\,e^{-70.3/25.85}\approx0.55$ times $A_2$, and the fitted line gives 0.54. A strange Richardson constant may therefore be a symptom of tunnelling, although a wrong area or mass can also change it.

**Q:** Is there a simple formula with which I could correct the slope?

**A:** There is one in a limited regime. Near the top the barrier is a triangle with force $F=\Delta/\lambda$, and for $u\ll\Delta$
$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{u/F}\sqrt{u-Fx}\,dx=\frac{4\sqrt{2m}}{3\hbar F}u^{3/2}.$$
The flux at depth $u$ is proportional to $e^{-\beta\phi}e^{\beta u-S}$. It peaks where $\beta=dS/du=2\sqrt{2mu}/(\hbar F)$, that is, at
$$u^*=\frac{\hbar^2F^2}{8m(kT)^2}.$$
There $S=\tfrac23u\,dS/du=\tfrac23\beta u^*$, so the exponent is $\beta u^*/3$. The second derivative is $S''=\beta/(2u^*)$, and the Gaussian integral about the peak gives a factor $\sqrt{4\pi u^*/\beta}$. Since $u^*\propto\beta^2$, this factor varies as $\beta^{1/2}$. Including the explicit $\beta$ found earlier,
$$\frac{I}{T^{3/2}}\propto\beta^{3/2}\exp\left(-\beta\phi+\frac{\beta u^*}{3}\right).$$
Because $\beta u^*/3\propto\beta^3$, its derivative is $u^*$, and
$$E_a\simeq\phi-u^*-\tfrac32kT .$$
The leading exponent of the current suggests a lowering of $u^*/3$, whereas the slope is lowered by $u^*$ and more.

The leading term needs $kT\ll u^*\ll\Delta$. The $\tfrac32kT$ term needs more. For the exponential profile the next order multiplies $S$ by $1+2u/(5\Delta)$, which changes the exponent by $-\tfrac{4}{15}\beta u^{*2}/\Delta\propto\beta^5$ and raises $E_a$ by about $\tfrac43u^{*2}/\Delta$. That term is therefore meaningful only if $u^{*2}/\Delta\ll kT$. In a numerical test on an ideal unbounded triangle at 0.20 V/nm and 300 K, the formula and the integral both give a lowering of 1.464 eV, with $u^*=1.425$ eV. That checks the asymptotics; it does not describe our 0.3 eV contact. In the example the field at the metal is $0.15/3.0=0.05$ V/nm, a quarter of the test field, so $u^*=1.425/16\approx0.089$ eV. This is not small compared with $\Delta=0.15$ eV. The formula would predict a lowering of about 128 meV instead of 70 meV, so it should not be used there.

**Q:** So I should measure at flat band, where the slope is exactly $\phi$.

**A:** That is much better, but "exactly" rests on $D=1$ just above the barrier. Waves can also be reflected there. At flat band, let the metal be an abrupt step with wavenumber $k_m$, and let $k_c$ be the wavenumber in the channel. Matching the wave and its derivative gives
$$D=\frac{4k_ck_m}{(k_c+k_m)^2}\approx\frac{4k_c}{k_m}\propto\sqrt{E-\phi}\qquad(k_c\ll k_m).$$
Then $\int\sqrt{E-\phi}\,e^{-\beta E}dE\propto\beta^{-3/2}e^{-\beta\phi}$. Multiplication by $\beta$ leaves $\beta^{-1/2}e^{-\beta\phi}$, so $E_a=\phi+kT/2$. Reflection has moved the thresholds above $\phi$.

**Q:** Does that survive a finite metal band and a bent barrier?

**A:** The exponential profile can be solved without WKB. Put $\psi=e^{ik_cx}G(s)$, with $s=(2m\Delta\lambda^2/\hbar^2)e^{-x/\lambda}$ and $k_c^2=2m(E-\phi+\Delta)/\hbar^2$. The Schrödinger equation is $\psi''=(s/\lambda^2-k_c^2)\psi$. Using $ds/dx=-s/\lambda$,
$$\psi''=e^{ik_cx}\left[-k_c^2G-\frac{2ik_c}{\lambda}sG'+\frac{s^2G''+sG'}{\lambda^2}\right],$$
where primes on $G$ mean $d/ds$. The $k_c^2$ terms cancel, and multiplication by $\lambda^2/s$ gives
$$sG''+(1-2ik_c\lambda)G'-G=0 .$$
The solution with $G(0)=1$, a purely outgoing wave far from the metal, is the hypergeometric function ${}_0F_1(;1-2ik_c\lambda;s)$. In the metal the incident amplitude is $a=\tfrac12[\psi(0)+\psi'(0)/(ik_m)]$, and the flux ratio is $D=k_c/(k_m|a|^2)$.

With the metal band bottom 5.0 eV below the Fermi level, the apparent barriers at 300 K are:

| Overdrive (V) | WKB (eV) | Wave (eV) |
|---|---|---|
| −0.10 | 0.400 | 0.402 |
| 0.00 | 0.300 | 0.311 |
| 0.05 | 0.277 | 0.282 |
| 0.10 | 0.255 | 0.253 |
| 0.15 | 0.230 | 0.222 |

The flat-band excess is 11 meV, close to $kT/2\approx13$ meV for a very deep metal band. Just above flat band, reflection and tunnelling compete, and at an overdrive of 19 mV the wave result happens to equal $\phi$. That agreement is a cancellation. At 0.15 V both models put the slope at least 70 meV below the barrier.

**Q:** How would I find flat band in a real measurement?

**A:** Plot $E_a$ against gate voltage. Below flat band it should fall by nearly 1 eV per volt under unit gate control; if the channel band moves by only a fraction of the gate voltage, the slope is multiplied by that fraction. Above flat band the WKB values fall by only about 0.46 eV per volt over the first 0.05 V. The change of slope marks flat band approximately, and $E_a$ there estimates $\phi$. Reflection and tunnelling round the knee. In the wave model of our example, straight lines through the branches from −0.15 to −0.10 V and from 0.05 to 0.10 V cross about 25 mV below flat band, at 0.326 eV. The estimate is then too high by about $kT$.

The knee can also mislead if the barrier is very thin. When $4\lambda\sqrt{2m\Delta}/\hbar\ll1$, the WKB barrier is transparent and $E_a$ keeps following the channel edge past flat band. WKB is itself unreliable there, and in the wave model the knee is lost sooner: with $\lambda=1.0$ nm and the other parameters unchanged, $E_a$ falls by about 0.9 eV per volt on both sides of flat band. The gate scan alone then cannot locate $\phi$.

**Q:** Suppose I find flat band and reflection is negligible. Is anything left?

**A:** Yes: the power of $T$, the temperature dependence of the barrier itself, and the effects that the model omits. Dividing by $T^2$ instead of $T^{3/2}$ adds a factor $\beta^{1/2}$ and lowers the result by $kT/2$; in our fit it changes 0.229 eV to 0.216 eV. "The barrier" also needs a temperature. If $\phi$ itself varies, a purely thermionic slope is
$$\frac{d(\beta\phi)}{d\beta}=\phi-T\frac{d\phi}{dT}.$$
A barrier of 0.300 eV at 300 K that falls by 0.2 meV/K gives $0.300+300\times0.0002=0.360$ eV, with no tunnelling at all.

The model also omits image-force lowering, lateral variations of the barrier, traps and channel scattering. The first need not be small: for a uniform field $\mathcal E$ and permittivity $\varepsilon$ the usual estimate is $\sqrt{q^3\mathcal E/4\pi\varepsilon}$, which at 0.05 V/nm and a relative permittivity of 10 is about 85 meV. That is a lowering of the barrier top. When most electrons already tunnel below the top, the slope changes by much less than this. Adding the image potential $-q^2/(16\pi\varepsilon x)$ to our WKB example lowers the top by about 78 meV but the slope by only about 29 meV, and for a uniform field of 0.1 V/nm it even raises the slope slightly. The estimate cannot simply be added to the tunnelling effect. Injected charge is negligible in the example: with a gate capacitance of 1 µF/cm² it shifts the channel potential by less than 0.01 mV. At stronger overdrive, degeneracy and channel charge would have to be included.

**Q:** Then what may I report from my single line?

**A:** An apparent activation energy, with its gate voltage, temperature window and power of $T$. To call it a contact barrier you need the gate scan and a transmission model. Straightness alone cannot supply either.

## Calculated quantities

```
true contact barrier: 0.300 eV
effective mass: 0.40 electron masses
band-bending length: 3.0 nm
metal band bottom below Fermi level: 5.0 eV
kT at 300 K: 25.85 meV
2D Richardson constant: 0.05665 A/(m K^1.5)
apparent barrier at 300 K (semiclassical | exact wave):
  overdrive -0.10 V: 0.4000 eV | 0.4016 eV
  overdrive -0.05 V: 0.3500 eV | 0.3535 eV
  overdrive +0.00 V: 0.3000 eV | 0.3110 eV
  overdrive +0.05 V: 0.2769 eV | 0.2824 eV
  overdrive +0.10 V: 0.2547 eV | 0.2529 eV
  overdrive +0.15 V: 0.2297 eV | 0.2225 eV
wave result equals true barrier at overdrive: 19.3 mV
apparent barrier at 0.15 V overdrive (semiclassical):
  T = 150 K: 0.2006 eV
  T = 200 K: 0.2139 eV
  T = 250 K: 0.2232 eV
  T = 300 K: 0.2297 eV
  T = 350 K: 0.2344 eV
threshold spread at 300 K, 0.15 V: 29.1 meV
current at flat band, 300 K: 0.002686 uA/um
current at 0.15 V overdrive, 300 K: 0.02226 uA/um
tunnelling enhancement of current: 8.286 (ratio)
lowering inferred from current alone: 54.7 meV
lowering inferred from slope: 70.3 meV
fit 260-340 K, T^1.5 convention: 0.2292 eV
fit 260-340 K, T^2 convention: 0.2164 eV
fit R squared: 0.9999699 (dimensionless)
largest fit residual in ln I: 0.00707 (dimensionless)
fitted/true Richardson constant: 0.539 (ratio)
injected-charge potential shift, 1 uF/cm^2: 0.0077 mV
slope barrier if phi falls 0.2 meV/K: 0.3600 eV
triangular limit test field: 0.20 V/nm
  saddle depth: 1.4252 eV
  slope lowering, numerical: 1.4641 eV
  slope lowering, asymptotic: 1.4640 eV
```
